# Energy spread of thermionic electrons: two derivations of 2.45 kT

## A single channel

Let electrons in a hot emitter move along one line, towards a barrier. Those with enough energy cross it and the others turn back. Let \(E\) be an electron's energy above the barrier top, \(p\) its momentum, \(v\) its speed, \(h\) Planck's constant and \(f\) the occupation of a state. With two spin directions there are \(2\,dp/h\) states per unit length in the interval \(dp\). The current they carry, taken as positive for electrons leaving, is

\[
dI=e\,\frac{2}{h}\,f\,v\,dp .
\]

Since \(v=dE/dp\), the product \(v\,dp\) equals \(dE\), and

\[
\frac{dI}{dE}=\frac{2e}{h}\,f(E).
\]

Slow electrons are more densely spaced in energy, but they arrive less often, and the two effects cancel. Far above the Fermi level \(f\) falls as \(e^{-E/kT}\), where \(k\) is Boltzmann's constant and \(T\) the temperature. The spectrum therefore starts at its maximum at \(E=0\) and drops to half at \(E=kT\ln2\). Its full width at half maximum (FWHM) is \(0.693\,kT\).

A real cathode is a surface, and its electrons also move sideways. This sideways energy turns \(e^{-E/kT}\) into \(E\,e^{-E/kT}\) and widens the spectrum to \(2.446\,kT\).

## Assumptions and conventions

The emitter is flat and uniform, and its electrons are in equilibrium at temperature \(T\). The \(z\) axis points out of the surface. From here on \(E\) is the total energy, sideways motion included, above the top of the surface barrier. The barrier top lies \(\phi_b\) above the Fermi level, so

\[
f(E)=\frac{1}{e^{(\phi_b+E)/kT}+1}.
\]

The barrier depends on \(z\) alone, so the transverse momentum \(\mathbf p_t\) is conserved. An electron has transverse energy \(E_t=p_t^2/2m\), with \(m\) the free-electron mass, and normal energy \(W=E-E_t\), also measured from the barrier top. It escapes if \(W>0\) and is turned back if \(W<0\). Reflection above the top and tunnelling below it are left out at first. Electrons do not interact after emission.

The quantity sought is the emitted current density per unit total energy, \(dJ/dE\). This is what a detector records when it counts arriving electrons by energy.

## First derivation: normal and transverse energy

There are \(2\,d^3p/h^3\) states per unit volume in the momentum element \(d^3p\). An electron with normal velocity \(v_z\) contributes to the current in proportion to \(v_z\), so

\[
dJ=e\,\frac{2}{h^3}\,f\,v_z\,dp_z\,d^2p_t .
\]

At fixed \(\mathbf p_t\), a change of \(p_z\) changes the normal energy by \(dW=v_z\,dp_z\). In the transverse plane a ring of radius \(p_t\) has area

\[
d^2p_t=2\pi p_t\,dp_t=2\pi m\,dE_t ,
\]

because \(dE_t=p_t\,dp_t/m\). Substitution gives

\[
dJ=\frac{4\pi me}{h^3}\,f(W+E_t)\,dW\,dE_t .
\]

Now replace \(W\) by \(E=W+E_t\) and keep \(E_t\) as the second variable. At fixed \(E_t\), \(dW=dE\), so the area element is unchanged. The conditions \(W>0\) and \(E_t\ge0\) become \(0\le E_t<E\). The occupation depends on \(E\) alone and comes out of the integral:

\[
\frac{dJ}{dE}=\frac{4\pi me}{h^3}\,f(E)\int_0^E dE_t
=\frac{4\pi me}{h^3}\,E\,f(E),\qquad E>0 .
\]

The factor \(E\) counts the ways of dividing the total energy between normal and sideways motion. It also counts channels. Each transverse momentum state is a one-dimensional channel carrying \((2e/h)f\) per unit energy. The open ones fill a disc of area \(\pi p_t^2=2\pi mE\), which is \(2\pi mE/h^2\) channels per unit surface area. The product is the same formula.

The last step is to simplify \(f\). With \(y=(\phi_b+E)/kT\), the replacement of \(f=1/(e^y+1)\) by \(e^{-y}\) has an error, relative to \(f\), of

\[
\frac{e^{-y}-f}{f}=e^{-y}(e^y+1)-1=e^{-y}\le e^{-\phi_b/kT}.
\]

When \(\phi_b\gg kT\) this is negligible, and

\[
\boxed{\frac{dJ}{dE}=\frac{4\pi me}{h^3}\,E\,e^{-(\phi_b+E)/kT},\qquad E>0}
\]

## Second derivation: the escape cone

Now look at the electrons inside the emitter and sort them by direction. Let the interior be a well of depth \(V\) below the barrier top, in which electrons have mass \(m\). An electron of total energy \(E\) has interior kinetic energy \(U=V+E\) and momentum \(p=\sqrt{2mU}\). If it moves at angle \(\theta\) to the surface normal, its normal kinetic energy is \(U\cos^2\theta\), and it escapes when

\[
U\cos^2\theta>V .
\]

The limiting angle \(\theta_c\) satisfies

\[
\sin^2\theta_c=1-\frac{V}{U}=\frac{E}{V+E}.
\]

The momentum element is \(p^2dp\,2\pi\sin\theta\,d\theta\), and the normal velocity is \((p/m)\cos\theta\). Hence

\[
dJ=e\,\frac{2}{h^3}\,f\,\frac{p}{m}\,p^2dp\;
2\pi\int_0^{\theta_c}\cos\theta\sin\theta\,d\theta .
\]

From \(dE=p\,dp/m\) we have \((p/m)\,p^2dp=p^2dE=2mU\,dE\). The angular integral is \(\tfrac12\sin^2\theta_c=E/2U\). Therefore

\[
\frac{dJ}{dE}=e\,\frac{2}{h^3}\,f\,(2mU)(2\pi)\frac{E}{2U}
=\frac{4\pi me}{h^3}\,E\,f(E),
\]

which is the earlier result. The depth of the well has dropped out: in a deeper well the electrons of a given total energy have more states and a higher speed, which together raise the flux in proportion to \(U\), while \(\sin^2\theta_c\) falls as \(1/U\).

The cone is narrow. For \(V=9.96\) eV and \(E=kT=0.155\) eV, \(\sin^2\theta_c=0.155/10.12=0.0153\), so \(\theta_c\) is about \(7^\circ\). At the barrier top the cone closes, and so the spectrum starts from zero.

## The width and the shape

Put \(x=E/kT\). The shape is \(g(x)=x\,e^{-x}\), with derivative \(g'(x)=(1-x)e^{-x}\). The maximum is at \(x=1\), where \(g=1/e\). The half-maximum points obey

\[
x\,e^{-x}=\frac{1}{2e}.
\]

With \(y=-x\) this reads \(y\,e^y=-1/(2e)\). The solutions of \(y\,e^y=a\) are the branches of the Lambert function, and for \(-1/e<a<0\) two of them are real, called \(W_0\) and \(W_{-1}\) (not to be confused with the energy \(W\)). Thus

\[
x_1=-W_0\!\left(-\tfrac{1}{2e}\right)=0.232,\qquad
x_2=-W_{-1}\!\left(-\tfrac{1}{2e}\right)=2.678,
\]

\[
\boxed{\Delta E_{\rm FWHM}=(x_2-x_1)\,kT=2.446\,kT}
\]

The curve is lopsided: the half-maximum points lie \(0.768\,kT\) below the peak and \(1.678\,kT\) above it. Since \(\int x\,e^{-x}dx=-(1+x)e^{-x}\), and the integral from zero to infinity is 1, the fraction of the current between them is

\[
(1+x_1)e^{-x_1}-(1+x_2)e^{-x_2}=0.724 .
\]

About 2% of the current lies below this interval and 25% above it.

The integrals \(\int_0^\infty x^2e^{-x}dx=2\) and \(\int_0^\infty x^3e^{-x}dx=6\) give a mean energy of \(2kT\) and a variance of \((6-2^2)(kT)^2=2(kT)^2\). A Gaussian with this variance would have a FWHM of \(2\sqrt{2\ln2}\,\sqrt2\,kT=3.33\,kT\), which is 36% above the true width. A standard deviation and a FWHM quoted for this source must therefore not be converted by the Gaussian rule.

Integration over all energies gives the total current density. Because \(\int_0^\infty E\,e^{-E/kT}dE=(kT)^2\),

\[
J=\frac{4\pi mek^2}{h^3}\,T^2e^{-\phi_b/kT},
\]

the Richardson law. The barrier height controls the current but not the width.

Two related distributions have other widths. The normal energy \(W\) of the emitted current follows \(e^{-W/kT}\), as in the single channel, with width \(0.693\,kT\). The electrons present in a volume of Maxwellian gas, counted without the factor \(v_z\), follow \(\sqrt E\,e^{-E/kT}\), because \(p^2dp\propto\sqrt E\,dE\). The width of that curve, found numerically, is \(1.795\,kT\).

## What each derivation assumes

Both derivations need a flat surface, conserved transverse momentum, an occupation that depends on total energy alone, and a sharp threshold at \(W=0\). They differ in what they say about the interior.

The second derivation used an isotropic interior with the free-electron mass. Suppose the interior mass is \(m^*\) instead. Then \(p^2=2m^*U\), and escape requires the transverse momentum to be affordable in vacuum: \(p^2\sin^2\theta<2mE\). The cone becomes \(\sin^2\theta_c=mE/(m^*U)\), and

\[
\frac{dJ}{dE}=e\,\frac{2}{h^3}f\,(2m^*U)(2\pi)\frac{mE}{2m^*U}
=\frac{4\pi me}{h^3}E\,f .
\]

The interior mass cancels and the vacuum mass remains. This holds while \(mE\le m^*U\). If the interior mass is so small that \(mE>m^*U\), every outward direction is already inside the cone, \(\sin^2\theta_c\) stays at 1, and the current follows \(U f\) rather than \(E f\). The interior then has too few transverse states to fill the open vacuum channels.

The first derivation shows the same condition more generally. For any interior band, \(v_z=\partial E/\partial p_z\), so \(v_z\,dp_z=dE\) at fixed \(\mathbf p_t\). The factor \(E\) follows if the interior supplies one outgoing state, for each spin, to every open vacuum channel.

The first derivation also extends easily to a barrier with transmission \(D(W)\). The weight \(D\) enters the integral, and at fixed \(E\) the integral over \(E_t\) becomes one over \(W\):

\[
\frac{dJ}{dE}=\frac{4\pi me}{h^3}\,f(E)\int^{E}D(W)\,dW ,
\]

where the lower limit lies deep enough below the barrier top for \(D\) to vanish. A constant \(D\) above the top reduces the current and leaves the width alone. A slowly rising one, \(D=D_0+aW\), gives \(\int_0^E D\,dW=D_0E(1+aE/2D_0)\), so the shape becomes

\[
x\,e^{-x}(1+\epsilon x),\qquad \epsilon=\frac{a\,kT}{2D_0}.
\]

To first order in \(\epsilon\), the logarithm of the peak rises by \(\epsilon\). If a half-maximum point moves from \(x_i\) to \(x_i+\delta_i\), the same rise must occur there:

\[
\left(\frac1{x_i}-1\right)\delta_i+\epsilon x_i=\epsilon
\quad\Rightarrow\quad
\delta_i=\epsilon x_i .
\]

Both points move to higher energy, each in proportion to its own energy, and the width grows by the factor \(1+\epsilon\).

## A cathode for an electron-beam writer

Take \(T=1800\) K, a work function of 2.7 eV and a surface field \(F=0.01\) MV/cm. These are rough values typical of a lanthanum hexaboride cathode. The thermal energy is \(kT=0.1551\) eV.

The field lowers the barrier. At distance \(z\) from the surface, the image force and the field give the potential energy

\[
V_s(z)=-\frac{e^2}{16\pi\varepsilon_0z}-eFz .
\]

Setting its derivative to zero gives \(z_0^2=e/(16\pi\varepsilon_0F)\). The two terms are then equal, and the top lies \(2eFz_0=0.038\) eV below the vacuum level. Hence \(\phi_b=2.662\) eV. The Fermi correction is at most \(e^{-\phi_b/kT}=3.5\times10^{-8}\), and the Richardson law gives 13.7 A/cm².

The width is

\[
\Delta E_{\rm FWHM}=2.446\times0.1551\ \text{eV}=0.379\ \text{eV}.
\]

The half-maximum points are at 0.036 and 0.415 eV above the barrier top. At 2700 K, a temperature typical of a tungsten filament, the same law gives 0.569 eV.

**Reflection.** To find \(D(W)\), the barrier \(V_s\) was joined to a constant interior potential 10 eV below the vacuum level. The Schrödinger equation was integrated numerically from an outgoing wave in vacuum back into the emitter, where the wave was split into incident and reflected parts. The transmission is 0.964 at \(W=0.05\) eV and 0.969 at 0.50 eV. The slope is \(a=0.0048/0.45=0.011\) per eV, so \(\epsilon=0.011\times0.155/(2\times0.965)\approx0.0009\). The spectrum computed with the full \(D(W)\) is wider than the ideal one by 0.09%, as this estimate predicts. Reflection removes some 3 to 4% of the current at these energies and hardly changes the width. The loss depends on the assumed interior: with a potential 15 eV below the vacuum level it is about 5%, but the width still changes by less than 0.1%.

**Tunnelling.** Near its top the barrier is an inverted parabola with curvature \(V_s''(z_0)=-2eF/z_0=-m\omega^2\). The tunnelling exponent at depth \(|W|\) below the top is

\[
\frac{2}{\hbar}\int\sqrt{2m\left(|W|-\tfrac12m\omega^2s^2\right)}\,ds
=\frac{2\pi|W|}{\hbar\omega}=\frac{|W|}{d},\qquad d=\frac{\hbar\omega}{2\pi},
\]

where \(s=z-z_0\) runs between the turning points and the integral is half the area of an ellipse. Here \(d=0.45\) meV, far below \(kT\), so the threshold is sharp. Because \(\omega^2\propto F/z_0\) and \(z_0\propto F^{-1/2}\), \(d\) grows as \(F^{3/4}\).

At 5 MV/cm, a field typical of a Schottky emitter, \(d=48\) meV. With temperature and interior potential held fixed, the numerical solution gives a width of about \(2.6\,kT\), some 6% above the ideal value. The excess depends on the assumed interior: with a potential 15 eV below the vacuum level it is between 4 and 5%. The standard transmission of an inverted parabola, \(D=1/(1+e^{-W/d})\), quoted here without proof, would give \(2.75\,kT\). The parabola thus gives the right direction but two to three times the broadening found with these two interiors. A shallower interior, 5 eV below the vacuum level, gives an excess of about 9%, which the parabola overestimates by only a factor of 1.3. At this field and temperature \(2.45\,kT\) is thus too small by some 4 to 9% for interiors between 5 and 20 eV deep.

## From the source to the wafer

The energy spread blurs the written spot because a magnetic lens focuses fast electrons less strongly. For a thin lens the focal length is proportional to \(p^2\). At beam energy \(E_0\), \(p^2c^2=E_0^2+2E_0mc^2\), so a small spread \(\Delta E\) gives

\[
\frac{\Delta(p^2)}{p^2}=\frac{\Delta E}{E_0}\,
\frac{1+E_0/mc^2}{1+E_0/2mc^2}.
\]

Let \(C_c\) be the shift of focus per unit relative change of \(p^2\), and \(\alpha\) the convergence half-angle. With the focus set midway, electrons at the two ends of \(\Delta E\) miss it by half the total shift, and their disc has diameter \(\alpha C_c\,\Delta(p^2)/p^2\). For the chosen values \(E_0=50\) keV, \(C_c=40\) mm and \(\alpha=5\) mrad, the relativistic factor is 1.047 and

\[
d_c=(4\times10^7\ \text{nm})(5\times10^{-3})
\frac{0.3795}{50\,000}(1.047)=1.6\ \text{nm}.
\]

This is the contribution of the source spread alone. Real columns break the assumption that electrons do not interact. They repel one another, more strongly where they are more densely packed, and this widens the energy distribution: the Boersch effect. Its scale can be estimated at a crossover of radius \(r_c=5\) µm, a chosen value.

At current \(I\) and speed \(v\) the electron density is \(n=I/(\pi r_c^2ev)\), and the mean spacing is \(n^{-1/3}=5.4\) µm for 10 µA. The emitting area \(I/J\) has radius \(r_k=4.8\) µm. The transverse momentum at the cathode is about \(\sqrt{2mkT}\), and the forward momentum at the crossover about \(\sqrt{2mE_0}\). Conservation of beam size times transverse momentum then gives a crossover half-angle of about \((r_k/r_c)\sqrt{kT/E_0}=1.7\) mrad, so the narrow region is about \(2r_c\) divided by this angle, or 5.9 mm, long. The force of one neighbour at the mean spacing, acting over that length, does work of

\[
\frac{e^2}{4\pi\varepsilon_0n^{-2/3}}\times5.9\ \text{mm}\approx0.3\ \text{eV}.
\]

With \(J\), \(r_c\) and \(E_0\) fixed, the force grows as \(I^{2/3}\) and the length shrinks as \(I^{-1/2}\), so the estimate grows as \(I^{1/6}\), to about 0.4 eV at 100 µA. It is a scale for one neighbour, not a predicted width, since it ignores the other neighbours, the changing directions of the forces and the rest of the column. The crossover is not even the densest region: in front of the cathode the electrons are slow, and at the cathode's current density \(n=J/ev\) is several hundred times the crossover value at emission and still about seven times at 1 keV. The contribution of that region is not estimated here. The summed forces of all neighbours can give a full width several times larger. Even the scale for one neighbour is comparable with the thermal width of 0.38 eV. Among the departures from the ideal spectrum sized here it is the largest, and the spread at the wafer cannot be inferred from the cathode temperature alone.

Other departures are not sized here. Patches of different work function and a rough surface spoil the assumption of a uniform plane, and ripple of the high-voltage supply adds a spread of its own. The band structure of a real cathode can change the supply of electrons to the vacuum channels, and with it both the current and the shape of the spectrum.
